# A 1130 cm⁻¹ Shoulder Does Not by Itself Prove Silsesquioxane Cages: a numerical check

```python
"""Result under test: infrared absorption near 1130 cm^-1 does not uniquely
prove closed silsesquioxane cages. Open siloxane units with the same local
bonding absorb nearby, and a film with ONE resonance near 1050 cm^-1 can show
a second, longitudinal optical (LO) band there.
Symbols: theta = Si-O-Si angle; k = Si-O spring; eps = film permittivity;
TO = transverse optical; S = oscillator strength; gamma = damping;
q = sine of incidence angle; Y = optical admittance; f = pore fraction.
Spring eigenvalues are in units of k/amu until k is set by the cage line."""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, nnls

M_SI, M_O, M_OH, M_CH3 = 28.085, 15.999, 17.007, 15.035
BOND, BOND_C = 1.62, 1.86
RATIO_C = 0.6       # Si-C spring divided by Si-O spring
RATIO_ANGLE = 0.04  # neighbour-neighbour spring that imitates bending
THETA = 148.0
TARGET = 1130.0


def unit(v):
    return np.asarray(v, float) / np.linalg.norm(v)


def modes(atoms, bonds, angle_ratio=0.0):
    """Eigenvalues and infrared intensities from the Cartesian Hessian."""
    n = len(atoms)
    pos = np.array([a[0] for a in atoms])
    mass = np.array([a[1] for a in atoms])
    charge = np.array([a[2] for a in atoms])
    springs = list(bonds)
    if angle_ratio > 0:
        for centre in range(n):
            if mass[centre] == M_SI:
                near = [j if i == centre else i
                        for i, j, _ in bonds if centre in (i, j)]
                springs += [(a, b, angle_ratio) for m, a in enumerate(near)
                            for b in near[m + 1:]]
    hessian = np.zeros((3 * n, 3 * n))
    for i, j, strength in springs:
        row = np.zeros(3 * n)
        direction = unit(pos[i] - pos[j])
        row[3*i:3*i+3] = direction
        row[3*j:3*j+3] = -direction
        hessian += strength * np.outer(row, row)
    root_mass = np.sqrt(np.repeat(mass, 3))
    values, vectors = np.linalg.eigh(hessian / np.outer(root_mass, root_mass))
    displacement = (vectors / root_mass[:, None]).reshape(n, 3, 3 * n)
    dipole = np.einsum("i,ixm->xm", charge, displacement)
    return values, np.sum(dipole**2, axis=0)


def strongest(result):
    values, intensity = result
    keep = values > 0.113
    return values[keep][np.argmax(intensity[keep])]


def cage(theta_deg, methyl=True, cut_vertical=False):
    """Cube-shaped cage; cutting vertical bridges leaves two OH-capped rings.
    The rings share no springs, so their separation does not matter."""
    half = np.radians(theta_deg) / 2
    h, bulge = BOND * np.sin(half), BOND * np.cos(half) / np.sqrt(2)
    atoms, bonds, index = [], [], {}
    for x in (-1, 1):
        for y in (-1, 1):
            for z in (-1, 1):
                index[(x, y, z)] = len(atoms)
                atoms.append((h * np.array([x, y, z], float), M_SI, 1.5))
    if methyl:
        for corner, i in index.items():
            bonds.append((i, len(atoms), RATIO_C))
            atoms.append((atoms[i][0] + BOND_C * unit(corner), M_CH3, 0.0))
    for axis in range(3):
        others = [a for a in range(3) if a != axis]
        for s1 in (-1, 1):
            for s2 in (-1, 1):
                place, ends = np.zeros(3), []
                place[others] = (h + bulge) * np.array([s1, s2])
                for end in (-1, 1):
                    corner = [0, 0, 0]
                    corner[axis] = end
                    corner[others[0]], corner[others[1]] = s1, s2
                    ends.append(index[tuple(corner)])
                if cut_vertical and axis == 2:
                    for i in ends:
                        bonds.append((i, len(atoms), 1.0))
                        atoms.append((place.copy(), M_OH, -0.5))
                else:
                    bonds += [(i, len(atoms), 1.0) for i in ends]
                    atoms.append((place, M_O, -1.0))
    return atoms, bonds


def dimer(theta_deg, bare=False):
    """One bridge; unless bare, each Si also carries CH3 and two OH groups."""
    half = np.radians(theta_deg) / 2
    atoms, bonds = [(np.zeros(3), M_O, -1.0)], []
    for side in (-1, 1):
        si_pos = BOND * np.array([side * np.sin(half), -np.cos(half), 0.0])
        si = len(atoms)
        atoms.append((si_pos, M_SI, 0.5 if bare else 1.5))
        bonds.append((0, si, 1.0))
        if bare:
            continue
        u, v = unit(-si_pos), np.array([0.0, 0.0, 1.0])
        w = side * np.cross(u, v)
        for degrees in (90, 210, 330):
            a = np.radians(degrees)
            arm = -u / 3 + np.sqrt(8) / 3 * (np.cos(a) * v + np.sin(a) * w)
            is_methyl = degrees == 90
            bonds.append((si, len(atoms), RATIO_C if is_methyl else 1.0))
            atoms.append((si_pos + arm * (BOND_C if is_methyl else BOND),
                          M_CH3 if is_methyl else M_OH,
                          0.0 if is_methyl else -0.5))
    return atoms, bonds


def bare_formula(theta_deg):
    return 1 / M_SI + (1 - np.cos(np.radians(theta_deg))) / M_O


# Bare bridge formula against diagonalization
for angle in (120, 135, 148, 165):
    assert abs(modes(*dimer(angle, bare=True))[0][-1]
               / bare_formula(angle) - 1) < 1e-9

# Symmetry-reduced cage matrix against the whole cage without methyl groups
for angle in (140, 148, 156):
    half = np.radians(angle) / 2
    p = np.cos(half) / np.sqrt(2)
    c = p**2 - 2 * p * np.sin(half)
    coupling = np.sqrt(2) * c / M_SI
    block = [[bare_formula(angle), coupling],
             [coupling, (1 + c) / M_SI + (1 + np.cos(2 * half)) / M_O]]
    reduced = np.linalg.eigvalsh(block)[-1]
    assert abs(strongest(modes(*cage(angle, methyl=False)))
               / reduced - 1) < 1e-8
    if angle == THETA:
        stripped, osio = reduced, np.degrees(np.arccos(c))

# Set k by granting the methyl cage a line at the target wavenumber
structures = {"closed cage": (cage(THETA), 12),
              "two open rings": (cage(THETA, cut_vertical=True), 8),
              "open dimer": (dimer(THETA), 1)}
lam_cage = strongest(modes(*structures["closed cage"][0]))
k = (2*np.pi*const.c*100*TARGET)**2 * const.atomic_mass / lam_cage


def wavenumber(lam):
    return np.sqrt(k * lam / const.atomic_mass) / (2*np.pi*const.c*100)


line, line_bend, strength = {}, {}, {}
for name, (model, bridges) in structures.items():
    assert abs(sum(a[2] for a in model[0])) < 1e-12
    result = modes(*model)
    line[name] = wavenumber(strongest(result))
    strength[name] = result[1][result[0] > 0.125].sum() / bridges
    line_bend[name] = wavenumber(strongest(modes(*model, RATIO_ANGLE)))
for name in structures:
    assert abs(line[name] - TARGET) < 20
    assert abs(line_bend[name] - line_bend["closed cage"]) < 30
    assert 0.5 < strength[name] / strength["closed cage"] < 2


def dimer_angle(nu):
    return brentq(lambda a: wavenumber(strongest(modes(*dimer(a)))) - nu,
                  105, 175)


angle_1130, angle_1050 = dimer_angle(1130), dimer_angle(1050)

# Optical model: one Si-O-Si oscillator, no cage oscillator
EPS_INF, S, NU_TO, GAMMA, N_SUB = 2.0, 0.32, 1050.0, 50.0, 3.42
nu = np.linspace(900, 1250, 1401)
eps = EPS_INF + S * NU_TO**2 / (NU_TO**2 - nu**2 - 1j * GAMMA * nu)
nu_lo = NU_TO * np.sqrt(1 + S / EPS_INF)


def admittance(permittivity, q, pol):
    normal = np.sqrt(permittivity - q**2 + 0j)
    return permittivity / normal if pol == "p" else normal


def absorbance(d_nm, degrees, pol):
    """All multiple reflections in the film; bare substrate is reference."""
    q = np.sin(np.radians(degrees))
    y0, y1, y2 = [admittance(e, q, pol) for e in (1.0, eps, N_SUB**2)]
    phase = 2*np.pi * nu * d_nm * 1e-7 * np.sqrt(eps - q**2)
    r01, r12 = (y0 - y1) / (y0 + y1), (y1 - y2) / (y1 + y2)
    t = (2*y0/(y0+y1)) * (2*y1/(y1+y2)) * np.exp(1j * phase)
    t = t / (1 + r01 * r12 * np.exp(2j * phase))
    return -2 * np.log10(np.abs(t / (2 * y0 / (y0 + y2))))


def thin_formula(d_nm, degrees, pol):
    q = np.sin(np.radians(degrees))
    y0, y2 = [admittance(e, q, pol).real for e in (1.0, N_SUB**2)]
    loss = eps.imag
    if pol == "p":
        loss = loss + y0 * y2 * q**2 * (-1 / eps).imag
    return 4*np.pi*nu*d_nm*1e-7 / np.log(10) * loss / (y0 + y2)


def two_band_fit(spectrum, centres):
    """Share of second band and rms residual relative to spectrum maximum."""
    bands = [GAMMA * nu**2 / ((m**2 - nu**2)**2 + (GAMMA * nu)**2)
             for m in centres]
    scale = bands[0].max()
    one = np.ones_like(nu)
    matrix = np.column_stack([bands[0]/scale, bands[1]/scale, one, -one])
    coef, residual = nnls(matrix, spectrum / spectrum.max())
    return coef[1] / (coef[0] + coef[1]), residual / np.sqrt(len(nu))


def share_formula(degrees):
    q = np.sin(np.radians(degrees))
    w = (admittance(1.0, q, "p") * admittance(N_SUB**2, q, "p")).real
    w *= q**2 / EPS_INF**2
    return w / (1 + w)


for angle, pol in ((0, "p"), (30, "p"), (60, "p"), (60, "s")):
    exact, thin = absorbance(0.1, angle, pol), thin_formula(0.1, angle, pol)
    assert np.max(np.abs(exact - thin)) < 0.01 * thin.max()
for angle in (15, 30, 60):
    thin_share, thin_residual = two_band_fit(absorbance(0.1, angle, "p"),
                                             (NU_TO, nu_lo))
    assert abs(thin_share - share_formula(angle)) < 0.01
    assert thin_residual < 0.005

cases = [(100, 0, "p"), (100, 30, "p"), (100, 60, "p"),
         (100, 60, "s"), (500, 0, "p")]
fits = {case: two_band_fit(absorbance(*case), (NU_TO, TARGET))
        for case in cases}
assert fits[(100, 60, "p")][0] > 0.3
assert fits[(100, 0, "p")][0] < 0.15
assert fits[(100, 60, "s")][0] < 0.15

# Spherical pores in the same cage-free material
f = 0.25
eps_porous = eps * ((1 + 2*f) + 2*eps*(1-f)) / ((1-f) + eps*(2+f))
L = (1 - f) / (2 + f)
nu_void = NU_TO * np.sqrt(1 + S / (EPS_INF + L))
void_share, void_residual = two_band_fit(nu * eps_porous.imag,
                                         (NU_TO, nu_void))
assert void_residual < 1e-6
population = np.exp(-const.h*const.c*100*TARGET / (const.k*300))

print(f"Si-O-Si angle: {THETA:.0f} deg; Si-O length: {BOND:.2f} angstrom")
print(f"cage O-Si-O angle: {osio:.1f} deg")
print(f"Si-O spring set by cage line: {k:.0f} N/m")
print(f"Si-C / Si-O spring ratio: {RATIO_C:.1f}")
for angle in (140, 148, 156):
    print(f"bare bridge at {angle} deg: "
          f"{wavenumber(bare_formula(angle)):.1f} cm^-1")
print(f"cage without methyl groups: {wavenumber(stripped):.1f} cm^-1")
for name in structures:
    print(f"{name}: {line[name]:.1f} cm^-1; intensity per bridge "
          f"{strength[name]/strength['closed cage']:.2f} of cage")
print(f"open dimer angle for 1130 cm^-1: {angle_1130:.1f} deg")
print(f"open dimer angle for 1050 cm^-1: {angle_1050:.1f} deg")
print(f"added angular spring: {RATIO_ANGLE*k:.1f} N/m")
for name in structures:
    print(f"{name} with angular springs, same k: {line_bend[name]:.1f} cm^-1")
print(f"film eps_inf: {EPS_INF:.1f}; strength S: {S:.2f}")
print(f"film TO: {NU_TO:.0f} cm^-1; damping: {GAMMA:.0f} cm^-1")
print(f"substrate refractive index: {N_SUB:.2f}")
print(f"film LO from formula: {nu_lo:.1f} cm^-1")
for angle in (15, 30, 60):
    print(f"thin-limit false band share, p, {angle} deg: "
          f"{100*share_formula(angle):.1f} %")
for case in cases:
    print(f"fitted false share, {case[0]} nm, {case[1]} deg, {case[2]}: "
          f"{100*fits[case][0]:.1f} %; rms misfit {100*fits[case][1]:.1f} %")
print(f"peak absorbance, 100 nm, normal: {absorbance(100, 0, 'p').max():.3f}")
print(f"pore fraction: {f:.2f}; pore resonance: {nu_void:.1f} cm^-1")
print(f"pore resonance share of band strength: {100*void_share:.1f} %")
print(f"thermal factor at 300 K, 1130 cm^-1: {population:.4f}")
print("tests ok")
```

It prints:

```
Si-O-Si angle: 148 deg; Si-O length: 1.62 angstrom
cage O-Si-O angle: 109.7 deg
Si-O spring set by cage line: 488 N/m
Si-C / Si-O spring ratio: 0.6
bare bridge at 140 deg: 1100.0 cm^-1
bare bridge at 148 deg: 1119.1 cm^-1
bare bridge at 156 deg: 1134.2 cm^-1
cage without methyl groups: 1127.9 cm^-1
closed cage: 1130.0 cm^-1; intensity per bridge 1.00 of cage
two open rings: 1132.8 cm^-1; intensity per bridge 0.98 of cage
open dimer: 1134.9 cm^-1; intensity per bridge 0.97 of cage
open dimer angle for 1130 cm^-1: 145.7 deg
open dimer angle for 1050 cm^-1: 117.6 deg
added angular spring: 19.5 N/m
closed cage with angular springs, same k: 1154.5 cm^-1
two open rings with angular springs, same k: 1156.1 cm^-1
open dimer with angular springs, same k: 1157.2 cm^-1
film eps_inf: 2.0; strength S: 0.32
film TO: 1050 cm^-1; damping: 50 cm^-1
substrate refractive index: 3.42
film LO from formula: 1130.9 cm^-1
thin-limit false band share, p, 15 deg: 5.6 %
thin-limit false band share, p, 30 deg: 20.0 %
thin-limit false band share, p, 60 deg: 57.0 %
fitted false share, 100 nm, 0 deg, p: 4.2 %; rms misfit 1.6 %
fitted false share, 100 nm, 30 deg, p: 22.9 %; rms misfit 1.6 %
fitted false share, 100 nm, 60 deg, p: 56.6 %; rms misfit 1.8 %
fitted false share, 100 nm, 60 deg, s: 4.8 %; rms misfit 1.9 %
fitted false share, 500 nm, 0 deg, p: 17.3 %; rms misfit 7.6 %
peak absorbance, 100 nm, normal: 0.083
pore fraction: 0.25; pore resonance: 1119.7 cm^-1
pore resonance share of band strength: 3.9 %
thermal factor at 300 K, 1130 cm^-1: 0.0044
tests ok
```
